# Absorbed fraction of microresonator loss from its thermal resonance shift

A silicon nitride ring that dissipates one milliwatt of light near 1550 nm is taken to shift its resonance by 1.0 pm. If the whole milliwatt became heat in the waveguide core, the shift would be 9.16 pm. The missing factor of nine measures how the lost light divides: about 11% is absorbed, and the rest leaves by scattering and radiation. A linewidth cannot show this division, because it contains the sum of the two rates.

Let $U$ be the energy stored in the mode, and let all rates be energy decay rates. The intrinsic rate is $\kappa_0=\kappa_{\rm abs}+\kappa_{\rm sca}$, where the second part includes radiation. The bus waveguide adds a rate $\kappa_{\rm ex}$, so that $\kappa=\kappa_0+\kappa_{\rm ex}$. The quantity sought is

$$\xi=\frac{\kappa_{\rm abs}}{\kappa_0}.$$

The first task is to find the dissipated power from what leaves the bus. Normalize the mode amplitude by $U=|a|^2$ and the input wave by $P_{\rm in}=|s|^2$. With laser detuning $\Delta$ and a lossless coupler,

$$\dot a=\left(i\Delta-\frac{\kappa}{2}\right)a+\sqrt{\kappa_{\rm ex}}\,s,\qquad s_{\rm out}=s-\sqrt{\kappa_{\rm ex}}\,a .$$

Multiplying the first equation by $a^*$ and adding the complex conjugate removes $\Delta$. Squaring the second gives the output power:

$$\dot U=-\kappa U+2\sqrt{\kappa_{\rm ex}}\,{\rm Re}(a^*s),$$
$$P_{\rm out}=P_{\rm in}-2\sqrt{\kappa_{\rm ex}}\,{\rm Re}(a^*s)+\kappa_{\rm ex}U .$$

In the steady state the interference term equals $\kappa U$. Hence, with $T=P_{\rm out}/P_{\rm in}$,

$$P_{\rm dis}\equiv P_{\rm in}(1-T)=(\kappa-\kappa_{\rm ex})U=\kappa_0U .$$

Light returned to the bus is not dissipated. Since $P_{\rm abs}=\kappa_{\rm abs}U$, division gives

$$P_{\rm abs}=\xi P_{\rm dis}$$

at any detuning and any coupling, as long as both intrinsic rates are independent of power. The same relation follows without a mode amplitude. If $P(z)$ is the power circulating at position $z$, and the absorption and total loss coefficients are uniform, then $P_{\rm abs}=\alpha_{\rm abs}\int P\,dz$ and $P_{\rm dis}=\alpha\int P\,dz$. Their ratio is again $\xi$.

The power $P_{\rm in}$ is that in the bus just before the ring. Using the larger power in the input fibre overstates $P_{\rm dis}$ and lowers the inferred $\xi$ by the same factor.

Backscattering changes the balance. Let $b$ be the counter-propagating amplitude, and let a lossless coupling add $i\gamma b$ to $\dot a$ and $i\gamma a$ to $\dot b$, with real $\gamma$. These terms contribute $2\gamma\,{\rm Re}[i(a^*b+b^*a)]=0$ to the total energy change, because the bracket is purely imaginary. They do send a fraction $R=\kappa_{\rm ex}|b|^2/P_{\rm in}$ back along the bus, and so

$$P_{\rm dis}=\kappa_0(|a|^2+|b|^2)=P_{\rm in}(1-T-R).$$

For $\kappa_{\rm ex}=\kappa_0/2$, $\gamma=\kappa/2$ and $\Delta=\gamma$, the values are $T=0.378$ and $R=0.089$. The quantity $1-T$ then exceeds the true dissipated fraction by a factor 1.167. Ignoring the reflection would make $\xi$ too small by 14%.

The second task is to relate heat to wavelength. The loss is weak, so the unperturbed mode may be found with a real permittivity $n^2$:

$$\nabla\times\nabla\times\mathbf E=\frac{\omega^2}{c^2}n^2\mathbf E .$$

Let the index change by a small $\delta n$ while the interfaces stay in place. First take $n$ independent of frequency. Keeping first-order terms gives

$$\nabla\times\nabla\times\delta\mathbf E-\frac{\omega^2n^2}{c^2}\delta\mathbf E
=\frac{2\omega\,\delta\omega}{c^2}n^2\mathbf E+\frac{2\omega^2}{c^2}n\,\delta n\,\mathbf E .$$

Take the scalar product with $\mathbf E^*$ and integrate. For a confined field the boundary terms vanish, the operator on the left can be moved onto $\mathbf E^*$, and there it gives zero. Therefore

$$\frac{\delta\omega}{\omega}=-\frac{\int n\,\delta n\,|\mathbf E|^2dV}{\int n^2|\mathbf E|^2dV}.$$

If the index depends on frequency, the change of $\omega^2n^2$ caused by $\delta\omega$ is $2\omega n(n+\omega\,dn/d\omega)\delta\omega$. The $n^2$ in the denominator is then replaced by $n(n+\omega\,dn/d\omega)$. The minus sign says that a higher index lowers the frequency; since $\delta\lambda/\lambda=-\delta\omega/\omega$, it raises the wavelength.

Put $\delta n=n'\Delta T(\mathbf r)$, where $n'=dn/dT$. A uniform rise of one kelvin defines the sensitivity

$$S=\lambda\,\frac{\int n n'|\mathbf E|^2dV}{\int n^2|\mathbf E|^2dV}.$$

For a nonuniform rise, multiply and divide by the numerator of $S$:

$$\delta\lambda=S\,\Delta T_{\rm eff},\qquad
\Delta T_{\rm eff}=\int w\,\Delta T\,dV,\qquad
w=\frac{nn'|\mathbf E|^2}{\int nn'|\mathbf E|^2dV}.$$

The temperature that matters is thus an average weighted by the optical response, not the peak.

A form of $S$ suited to waveguides follows from the resonance condition $n_{\rm eff}(\omega,T)\,\omega L/c=2\pi m$. At fixed length $L$ and azimuthal number $m$, its differential is

$$\omega\frac{\partial n_{\rm eff}}{\partial T}dT+\left(n_{\rm eff}+\omega\frac{\partial n_{\rm eff}}{\partial\omega}\right)d\omega=0 .$$

The bracket is the group index $n_g$, so $S=(\lambda/n_g)\,\partial n_{\rm eff}/\partial T$. The group index appears because the mode must settle at a new frequency, where its effective index is different again.

For heat conduction with temperature-independent conductivity $k$ and a cold sink at fixed temperature,

$$-\nabla\cdot(k\nabla\Delta T)=P_{\rm abs}f(\mathbf r),\qquad \int f\,dV=1 .$$

The function $f$ says where the heat is released. The equation is linear, so $\Delta T=P_{\rm abs}\Theta(\mathbf r)$, where $\Theta$ is the solution for unit power. The thermal resistance required here is

$$R_{\rm th}=\int w\,\Theta\,dV .$$

It contains two distributions: $f$ for the source and $w$ for the optical thermometer. Combining the relations gives $\delta\lambda=SR_{\rm th}\,\xi P_{\rm dis}$. With the measured slope $\theta=d\lambda_{\rm res}/dP_{\rm dis}$,

$$\boxed{\;\xi=\frac{\theta}{S R_{\rm th}}\;}$$

Written with frequency shifts, both slopes are negative and the ratio is the same. The coupling rate has dropped out, and $Q_0=\omega/\kappa_0$ is not needed for the fraction. It is needed to turn the fraction into a loss. Energy travels at $c/n_g$, hence

$$\alpha=\frac{n_g\kappa_0}{c}=\frac{2\pi n_g}{\lambda Q_0},\qquad
\alpha_{\rm abs}=\xi\alpha,\qquad Q_{\rm abs}=\frac{Q_0}{\xi}.$$

The example has a radius of 100 µm, a length of 628.3 µm and a core of 2.0 by 0.8 µm, with 3.0 µm of silica above and below. The indices are 1.99 and 1.444, the thermo-optic coefficients $2.5\times10^{-5}$ and $1.0\times10^{-5}$ K$^{-1}$, and the conductivities 3.0 and 1.4 W/(m K), for core and silica respectively. The mode is computed from a scalar wave equation without material dispersion. Heat flows in the straight cross-section to a cold silicon surface, with an insulated top. The mode at 1550.15 nm has $n_g=2.052$ and $\partial n_{\rm eff}/\partial T=2.523\times10^{-5}$ K$^{-1}$, so

$$S=\frac{1.55015\times10^{6}\ {\rm pm}\times2.523\times10^{-5}\ {\rm K^{-1}}}{2.052}=19.1\ {\rm pm/K}.$$

In the scalar model the derivative slightly exceeds the core's own coefficient. At fixed frequency, $n_{\rm eff}\delta n_{\rm eff}$ is the average of $n\,\delta n$ over the scalar mode, so the core contribution carries a factor $n_{\rm core}/n_{\rm eff}=1.99/1.850=1.08$. This more than offsets the smaller response of the silica. The last digits depend on the mesh: a finer one gives $n_g=2.051$, $\partial n_{\rm eff}/\partial T=2.520\times10^{-5}$ K$^{-1}$ and $S=19.05$ pm/K, a change below 0.2%. Polarization matters more. In a semivectorial treatment the mode polarized along the width has $S=19.0$ pm/K, while the mode polarized along the height has $n_g=2.09$, $S=18.5$ pm/K and a derivative that no longer exceeds the core's coefficient.

For absorption in the core the heat calculation gives $R_{\rm th}=480$ K/W, or 0.480 K/mW. The peak temperature would give 512 K/W. With the assumed slope of 1.0 pm/mW, equivalent to −125 MHz/mW,

$$SR_{\rm th}=9.16\ {\rm pm/mW},\qquad \xi=\frac{1.0}{9.16}=0.109 .$$

The value 9.16 pm/mW is also the ceiling for purely thermal shifts with this distribution of heat, reached at $\xi=1$. A larger measured slope would point to a wrong calibration, a different distribution of heat or another source of shift. For $Q_0=10^6$ the total loss is $\alpha=8.32$ m$^{-1}$, or 36.1 dB/m. Absorption accounts for 3.9 dB/m and scattering with radiation for 32.2 dB/m. The absorption-limited quality factor is $9.2\times10^6$. At this setting, removing all absorption would raise $Q_0$ by only a factor $1/(1-\xi)=1.12$.

The use of a weighted temperature can be tested without assuming it on both sides. With $\xi=0.30$ imposed and 10 mW dissipated, the computed temperature map was inserted in the full mode equation, and the new eigenvalue supplied the shift. The boxed formula returned 0.29999. This tests the perturbation and the averaging within the scalar model; it does not test the material values.

In the laboratory the slope can be read from a sweep towards longer wavelength. The heated resonance moves ahead of the laser, and the transmission minimum occurs when the laser catches it. For one thermal time $\tau$ and cold wavelength $\lambda_c$, the shift $\delta=\lambda_{\rm res}-\lambda_c$ obeys

$$\tau\dot\delta=\theta P_{\rm dis}-\delta .$$

At the minimum, $P_{\rm dis}$ has its largest value $P_{\rm in}(1-T_{\rm min})$, so

$$\lambda_{\rm min}=\lambda_c+\theta P_{\rm in}(1-T_{\rm min})-\tau\dot\delta .$$

Starting cold, $\delta$ cannot exceed $\theta$ times the largest dissipated power, so $\dot\delta\ge0$ at the meeting point. The laser arrives from the short-wavelength side, so there its speed $v$ is at least $\dot\delta$. The lag $\tau\dot\delta$ therefore lies between zero and $v\tau$. When $v\tau$ is small against the shift, a straight line of $\lambda_{\rm min}$ against $P_{\rm in}(1-T_{\rm min})$ has a slope close to $\theta$, and its intercept absorbs the unknown $\lambda_c$.

For $\kappa_{\rm ex}=\kappa_0/2$ the largest dissipated fraction is $4\kappa_0\kappa_{\rm ex}/\kappa^2=0.889$. A bus power of 10 mW then gives 8.89 mW dissipated, 0.97 mW absorbed, a weighted rise of 0.47 K and a shift of 8.9 pm, nearly four loaded linewidths of 2.33 pm. In simulated sweeps at 2.5, 5 and 10 mW with $\xi=0.30$ imposed, a speed of 0.02 pm per thermal time returned 0.300. At 20 pm per thermal time the laser crosses a cold linewidth in about $0.12\tau$, the guide does not reach its steady temperature, and the result falls to 0.11. If a device has several thermal times, the sweep must be slow against every one whose heating is included in $R_{\rm th}$.

A straight line does not prove that the shift is thermal. The Kerr effect adds $\delta n=n_2I$, and the intensity is also proportional to $U$. The mean circulating power follows from $P_{\rm dis}=\alpha LP_{\rm circ}$. In the scalar model, with field $E$ and $I=P_{\rm circ}E^2/\int E^2dA$, the perturbation formula gives the Kerr slope

$$\theta_K=\frac{\lambda}{\alpha L}\,
\frac{\int n\,n_2E^4dA}{\left(\int n^2E^2dA\right)\left(\int E^2dA\right)} .$$

Here $\alpha L=0.00523$, so each dissipated milliwatt accompanies 0.191 W of circulating power. With $n_2=2.4\times10^{-19}$ m²/W in the core, $\theta_K=0.028$ pm/mW. This has the same sign as the heating and is 2.8% of the assumed slope. Subtracting it gives

$$\xi=\frac{\theta-\theta_K}{SR_{\rm th}}=0.106 .$$

The intensity used here simply distributes the power as $E^2$. A bulk $n_2$ refers to the local intensity $\tfrac12c\varepsilon_0n|E|^2$, which in the core is larger by $n_{\rm core}/n_{\rm eff}=1.08$; this raises $\theta_K$ to 0.030 pm/mW, or 3.0% of the slope, and leaves $\xi=0.106$. The ratio of the two effects has a simple scaling. Per stored energy, the thermal shift is $SR_{\rm th}\kappa_{\rm abs}$ and the Kerr shift is fixed by the geometry and $n_2$. Their ratio $\theta_K/(\theta-\theta_K)$ is therefore proportional to $1/\kappa_{\rm abs}$, that is, to $Q_{\rm abs}$. In the example it is $0.0276/0.9724=0.028$ at a corrected $Q_{\rm abs}=10^6/0.1062=9.4\times10^6$. With the same geometry, materials and wavelength, the two shifts would be equal near $Q_{\rm abs}=3\times10^8$. Neglect of the Kerr shift thus fails for weak absorption, whatever the scattering loss. The two can be separated in time: when the dissipated power is modulated at angular frequency $\Omega$, the thermal shift in the one-time model responds as $1/(1+i\Omega\tau)$, while the electronic Kerr shift follows the circulating power. The response must be referred to the dissipated power, not to the input: with a fixed laser near resonance, the shift itself changes how much power is dissipated.

The index change caused by free carriers shifts the resonance the other way. A free electron driven at $\omega$ has displacement $eE/(m_e\omega^2)$ and dipole moment $-e^2E/(m_e\omega^2)$. A density $N$ changes the relative permittivity by $-Ne^2/(\varepsilon_0m_e\omega^2)=2n\,\delta n$, so

$$\delta n=-\frac{Ne^2}{2n\varepsilon_0m_e\omega^2}.$$

With the free-electron mass, about $2\times10^{14}$ cm$^{-3}$ in the core would cancel 1% of the shift at 10 mW bus power through the index alone. This is neither an estimate of the density present nor a safe limit, because carriers also absorb light. For a collision time of 10 fs, the Drude model gives this density an absorption of about 0.08 m$^{-1}$ in the mode, or nearly 9% of $\alpha_{\rm abs}$, and the added heating would outweigh the index shift. A photon carries 0.80 eV, and seven are needed to cross a gap of roughly 5 eV, which supports the neglect for band-to-band generation but says nothing about defects. In silicon, with a gap near 1.1 eV, two photons suffice. Carriers and power-dependent absorption can then appear, and the constant rates assumed here must be checked.

The calibration must reproduce the heating that the light causes. Suppose $S$ is measured by warming the whole chip. The ring then lengthens with the silicon, and the resonance condition gives $n_{\rm eff}\omega\,dL+n_gL\,d\omega=0$. With silicon's linear expansion coefficient $\alpha_{\rm Si}$, the additional sensitivity is

$$\lambda\alpha_{\rm Si}\frac{n_{\rm eff}}{n_g}=3.6\ {\rm pm/K}
\quad\text{for}\quad \alpha_{\rm Si}=2.6\times10^{-6}\ {\rm K^{-1}} .$$

Light absorbed in a small waveguide leaves most of the chip cold and produces very little of this lengthening. Using the whole-chip value of 22.7 pm/K would give $\xi=0.092$, which is 16% too low in this model. The 3.6 pm/K holds the cross-section fixed. Letting the core width expand with the silicon as well gives 3.7 pm/K, and scaling every dimension gives $\lambda\alpha_{\rm Si}=4.0$ pm/K and an error of 17.5%. Local thermal stress and its optical effect are left out and would need a mechanical calculation.

The place of the heat source matters as well. A 2 µm wide heater on the top surface has $R=307$ K/W for the same optical thermometer. Inserting this number would give $\xi=0.171$, an overestimate of 56%. A heater can still validate a thermal model, from which the resistance for the optical source is then computed. If absorption takes place in several regions, linearity gives $\theta=S\sum_i\xi_iR_i$, where $\xi_i$ is the fraction of dissipated power absorbed in region $i$. If it followed the mode intensity in the silica alone, the resistance would be 435 K/W and $\xi=0.121$. One slope cannot identify the region.

Scattered light deserves the same care when $\xi$ is small. Let a fraction $\eta$ of the scattered power be absorbed elsewhere, with resistance $R'$ to the mode. Then

$$\xi_{\rm apparent}=\xi+(1-\xi)\,\eta\frac{R'}{R_{\rm th}} .$$

For $\xi=0.109$ and $\eta R'/R_{\rm th}=0.01$, the addition is 0.009, or 8% of $\xi$. Relative to $\xi$, this small contribution is magnified because there is much more scattered than absorbed power.

As a model of a real device, this is a silicon nitride ring of ordinary size with a modest $Q_0$; low-loss nitride rings reach values well above ten million. The material constants are rough, the conductivity of deposited films depends on their preparation, and the slope of 1.0 pm/mW is a chosen value, not a measurement. Covalent nitrogen–hydrogen bonds left in the films are a known source of absorption in this wavelength range. Real silicon is not a perfect sink. Treating it as a half-space with $k=140$ W/(m K), heated uniformly over a 6 µm wide annulus, adds about 23 K/W and lowers $\xi$ to 0.104. The width is a rough choice; solving conduction in oxide and silicon together, in the ring geometry, gives about 19 K/W and $\xi=0.105$. Material dispersion of rough size, $\omega\,dn/d\omega=0.04$ in the core and 0.02 in the silica, lowers $S$ to 18.7 pm/K and raises $\xi$ to 0.111. These two corrections partly cancel here, with each computed while the other is absent.

For small independent errors, $\ln\xi=\ln\theta-\ln S-\ln R_{\rm th}$ shows that relative variances add. Assumed standard errors of 5% in the slope, 2% in $S$ and 10% in $R_{\rm th}$ give

$$\frac{\sigma_\xi}{\xi}=\sqrt{0.05^2+0.02^2+0.10^2}=0.114 .$$

Before the Kerr correction, the example therefore reads $\xi=0.109\pm0.012$. The interval describes those three errors, not the scalar treatment of a polarized mode, a wrong heat-source location or a misused calibration. The thermal resistance dominates it: halving the error of the slope alone would reduce the relative error only from 11.4% to 10.5%. The numerical output below lists the main values; its "measured slope" is the assumed 1.0 pm/mW.

## Computed results

```
ring radius 100 um, length 628.3 um
core 2.0 x 0.8 um; oxide below 3.0, above 3.0 um
index core 1.99, cladding 1.444
dn/dT core 2.5e-05, cladding 1.0e-05 1/K
conductivity core 3.0, oxide 1.4, Si 140.0 W/(m K)
azimuthal number 750, wavelength 1550.15 nm
effective index 1.8504, group index 2.0521
d(n_eff)/dT at fixed frequency 2.523e-05 1/K
sensitivity S 19.06 pm/K
thermal resistance R_th 480.5 K/W
peak-temperature resistance 511.5 K/W
shift per absorbed power S*R_th 9.158 pm/mW
intrinsic Q 1.0e+06, kappa0/2pi 193.4 MHz
coupling/intrinsic rate 0.5, minimum transmission 0.1107
loaded full linewidth 2.325 pm
measured slope 1.00 pm/mW = -124.8 MHz/mW
ABSORBED FRACTION xi 0.1092
total intrinsic loss 8.318 1/m = 36.12 dB/m
absorption loss 0.908 1/m = 3.94 dB/m
scattering/radiation loss 32.18 dB/m
absorption-limited Q 9.158e+06
bus power 10.0 mW: dissipated 8.89 mW, absorbed 0.971 mW
  mode temperature rise 0.467 K, shift 8.89 pm
planted fraction 0.300: from full mode+heat solution 0.29999
  slow sweep (0.02 pm per thermal time) 0.2999
  fast sweep (20 pm per thermal time) 0.1145
circulating power per mW dissipated 0.1913 W
Kerr n2 2.4e-19 m^2/W, Kerr slope 0.0276 pm/mW
  share of measured slope 2.76 %, corrected xi 0.1062
  Kerr shift at full power / half linewidth 0.211
carrier density for 1 % of shift at full power 2.21e+14 cm^-3
photon energy 0.800 eV; photons to cross a rough 5 eV gap 7
S with material dispersion 18.69 pm/K, xi 0.1114
S of whole-chip heating 22.69 pm/K, xi if misused 0.0917
R_th if absorption is in cladding 434.9 K/W, xi 0.1207
R of surface heater 307.2 K/W, xi if misused 0.1708
silicon substrate adds about 23.1 K/W (strip 6 um), xi 0.1042
backscatter rate/total rate 0.50: T 0.3778, R 0.0889
  (1-T)/(true dissipated fraction) 1.1667
assumed errors slope 5 %, S 2 %, R_th 10 %
  relative error of xi 11.4 %, absolute 0.0124
```
